Attachment and Detachment Densities and the Promotion Number in Tamm-Dancoff TDDFT

**1. One electron on two sites**

Take one electron and two orthonormal site orbitals, a and b. Let the ground and excited orbitals be

g = (a + b)/√2,  e = (a − b)/√2.

In the site basis, the density matrix of each state is the projector on its orbital. Excited minus ground is

Δ = ½ [[1, −1], [−1, 1]] − ½ [[1, 1], [1, 1]] = [[0, −1], [−1, 0]].

The diagonal is zero: neither site gains or loses charge. Yet the electron has moved into an orbital orthogonal to the one it left. The eigenvalues show this. From det(Δ − δ) = δ² − 1 = 0 we get δ = ±1. The eigenvector for −1 is g, the orbital emptied, and the eigenvector for +1 is e, the orbital filled.

Diagonalizing the difference density matrix thus recovers a rearrangement that site charges miss. The same operation works for many electrons.

**2. The general decomposition**

Let φ_p be orthonormal spin orbitals with annihilation operators a_p. For a normalized state define

γ_pq = ⟨a†_p a_q⟩,  ρ(r) = Σ_pq φ_p*(r) γ_pq φ_q(r),

where a sum over the spin coordinate is understood at each r. Since ⟨a†_p a_q⟩* = ⟨a†_q a_p⟩, γ is Hermitian. Its trace is the electron number N.

For two states with the same N, set Δ = γ(excited) − γ(ground). This matrix is Hermitian, and

Tr Δ = N − N = 0.

Diagonalize it, Δ = U δ U†, with real eigenvalues δ_k, and separate the signs:

A = U max(δ, 0) U†,  D = U max(−δ, 0) U†.

A is the attachment matrix and D the detachment matrix. Both are positive semidefinite. For each k at least one of the two eigenvalues is zero, so AD = 0. Since max(δ, 0) − max(−δ, 0) = δ,

Δ = A − D.

The split is unique under these conditions. Suppose Δ = A′ − D′ with A′, D′ ≥ 0 and A′D′ = 0. The adjoint of the last relation is D′A′ = 0. The cross terms in the square then vanish:

Δ² = A′² + D′² = (A′ + D′)².

A positive semidefinite matrix has one positive semidefinite square root, so A′ + D′ = |Δ|. Adding A′ − D′ = Δ gives A′ = (|Δ| + Δ)/2 = A, and subtracting gives D′ = D.

Taking the trace of Δ = A − D now yields

Tr A = Tr D = p,  p = ½ Σ_k |δ_k|.

This common trace is the promotion number. The equality rests on electron conservation alone. If an electron were removed, Tr A − Tr D would be −1 and there would be no common value. Nothing so far makes p an integer.

**3. Densities in space**

The attachment and detachment densities are

ρ_A(r) = Σ_pq φ_p* A_pq φ_q,  ρ_D(r) = Σ_pq φ_p* D_pq φ_q.

Each is nonnegative because its matrix is, and each integrates to p because the orbitals are orthonormal. Their difference is the density change, ρ_A − ρ_D = Δρ.

They are not, in general, the positive and negative parts of Δρ. In the two-site model with real a and b, ρ_A = ½(a² + b²) − ab and ρ_D = ½(a² + b²) + ab. The common part cancels, and only Δρ = −2ab remains, which is small when the site orbitals hardly overlap. To measure the cancellation, use min(u, v) = ½(u + v − |u − v|):

∫ min(ρ_A, ρ_D) dr = p − ½ ∫ |Δρ| dr.

The left side is nonnegative, so ½∫|Δρ| ≤ p. The promotion number counts change in orbital space; ½∫|Δρ| counts charge displaced in real space.

**4. Atomic-orbital bases**

Atomic orbitals χ_μ overlap, with overlap matrix S. For real orbitals write φ_p = Σ_μ χ_μ C_μp, with CᵀSC = 1. The density expansion in the χ_μ then has the coefficient matrix

Δ_AO = C Δ Cᵀ.

C is not orthogonal, so Δ_AO does not in general have the eigenvalues of Δ. Define W = S^½ C. It is square and obeys WᵀW = CᵀSC = 1, so it is orthogonal, and

S^½ Δ_AO S^½ = W Δ Wᵀ

has the required eigenvalues. This is the matrix to diagonalize.

**5. The promotion number as a maximum**

Let Q be any Hermitian matrix with eigenvalues between 0 and 1. Then

Tr(QΔ) = Tr(QA) − Tr(QD) ≤ Tr(QA) ≤ Tr A = p.

The first inequality holds because Tr(QD) ≥ 0 for two positive semidefinite matrices. The second holds because Tr[(1 − Q)A] ≥ 0 for the same reason. Choosing Q as the projector on the positive eigenvectors gives equality. Hence

p = max Tr(QΔ) over 0 ≤ Q ≤ 1.

Now let the ground state be a determinant Φ, with occupied orbitals i, j and virtual orbitals a, b. Take Q = P_v, the projector on the virtual space. The virtual block of γ(ground) is zero, so

Tr(P_v Δ) = Σ_a ⟨a†_a a_a⟩ (excited).

This is the mean excitation level: the average number of electrons found in virtual orbitals. Therefore p is at least the mean excitation level.

Equality requires Tr(P_v D) = 0 and Tr[(1 − P_v)A] = 0. For positive semidefinite matrices a zero trace of the product means a zero product, so P_v D = 0 and A = P_v A. Then D lies wholly in the occupied block and A wholly in the virtual block, and Δ has no occupied-virtual elements.

A determinant in which two electrons have been replaced has eigenvalues −1, −1, +1, +1 and zeros, so p = 2. For such a state p does count promoted electrons.

**6. The Tamm-Dancoff state**

In the Tamm-Dancoff approximation the amplitudes X_ia are an eigenvector of a Hermitian matrix. One assigns to them the state

Ψ = Σ_ia X_ia a†_a a_i Φ,  Σ_ia |X_ia|² = 1.

In TDDFT Φ is the Kohn-Sham determinant and Ψ is an auxiliary state, not the interacting wavefunction. The following algebra is exact for Ψ, with the orbitals of Φ held fixed.

*Virtual block.* Anticommutation gives a_b a†_a = δ_ab − a†_a a_b. The second term vanishes because a_b a_i Φ = −a_i a_b Φ = 0. Thus

a_b Ψ = Σ_i X_ib a_i Φ.

The states a_iΦ are orthonormal, so

⟨a†_a a_b⟩ = ⟨a_aΨ|a_bΨ⟩ = Σ_i X*_ia X_ib = (X†X)_ab.

*Occupied block.* Moving a†_i past a†_a costs one sign:

a†_i Ψ = −Σ_ja X_ja a†_a a†_i a_j Φ = −Σ_a X_ia a†_a Φ,

where a†_i a_j Φ = δ_ij Φ was used. Then

⟨a†_i a_j⟩ = δ_ij − ⟨a_j a†_i⟩ = δ_ij − ⟨a†_jΨ|a†_iΨ⟩ = δ_ij − Σ_a X_ia X*_ja.

The two minus signs of the states cancel in the overlap. Subtracting the ground-state value δ_ij leaves Δ_ij = −(XX†)_ij.

*Mixed block.* The state a_aΨ contains no virtual electron, while a_iΨ contains one. They are orthogonal, so Δ_ia = ⟨a_iΨ|a_aΨ⟩ = 0.

Altogether

Δ = [[−XX†, 0], [0, X†X]].

The two blocks are negative and positive semidefinite and act on orthogonal spaces. By the uniqueness shown in part 2,

D = XX† (occupied),  A = X†X (virtual),

p = Tr XX† = Tr X†X = Σ_ia |X_ia|² = 1.

The value 1 follows from normalization and holds however many orbital pairs take part. Unrelaxed Tamm-Dancoff states therefore cannot be ranked by p.

**7. Transition amplitudes and orbital pairs**

The transition density matrix between Φ and Ψ has the elements

⟨Φ|a†_i a_a|Ψ⟩ = Σ_j X_ja ⟨Φ|a†_i a_j|Φ⟩ = X_ia.

So D and A are the two products of the transition amplitude matrix with its adjoint. Write its singular value decomposition as X = U σ V†. Then

D = U σ² U†,  A = V σ² V†.

The nonzero eigenvalues σ_k² of D and A are equal in pairs. With the convention for γ used here, the corresponding orbitals are

h_k = Σ_i U*_ik φ_i,  e_k = Σ_a V*_ak φ_a.

These are the natural transition orbitals, for the hole and the electron. Substitution gives

ρ_D = Σ_k σ_k² |h_k|²,  ρ_A = Σ_k σ_k² |e_k|²,

ρ_T = Σ_ia φ_i* X_ia φ_a = Σ_k σ_k h_k* e_k.

The transition density ρ_T is linear in σ_k and keeps the relative phases of the pairs. The other two are quadratic and lose them. Consider two pairs with σ₁² = σ₂² = ½ and equal, nonzero transition dipoles d. The combinations with relative sign + and − have total transition dipoles

(d + d)/√2 = √2 d,  (d − d)/√2 = 0.

One state absorbs light and the other is dark in the dipole approximation, yet their attachment and detachment densities coincide. These densities cannot replace the amplitudes when intensities are wanted.

**8. Closed-shell singlets**

For a singlet excitation with real spatial amplitudes x_ia, both spins contribute with equal sign:

X_iσ,aσ = x_ia/√2,  Σ_ia x_ia² = 1.

Each spin gives ½xxᵀ and ½xᵀx. The spin-summed matrices are therefore

D = xxᵀ,  A = xᵀx,

with trace 1. From here on Δ is spin-summed. When it is the difference of the density matrices of two states, its eigenvalues lie between −2 and 2, since a spatial orbital holds up to two electrons.

**9. Orbital relaxation**

The unrelaxed matrix keeps the ground-state orbitals. A density change consistent with the excitation energy ω must come from its response to a perturbation. Add a small real symmetric one-electron operator δh, reconverge the ground state, solve the Tamm-Dancoff problem again, and define Δ_rel by

dω = Tr(Δ_rel δh).

For a local potential δh = δv(r) this reads dω = ∫Δρ δv dr, so Δ_rel gives the density change implied by the energies of the chosen functional.

First let δh have no occupied-virtual elements. The old density matrix still commutes with the perturbed Kohn-Sham matrix F + δh, so it remains self-consistent. If δh is small compared with the orbital gap, the same space stays occupied. The density and the coupling K are unchanged. In fixed orbitals the Tamm-Dancoff matrix is

M_ia,jb = δ_ij F_ab − δ_ab F_ij + K_ia,jb.

For a nondegenerate normalized eigenvector, dω = xᵀ(dM)x, hence

dω = Σ_iab x_ia x_ib δh_ab − Σ_ija x_ia x_ja δh_ij = Tr(xᵀx δh_vv) − Tr(xxᵀ δh_oo).

The diagonal blocks of Δ_rel are therefore the unrelaxed ones.

An occupied-virtual perturbation does not appear explicitly in M. It acts through the ground-state orbitals, which mix in response. This produces a new block Z:

Δ_rel = [[−xxᵀ, Z], [Zᵀ, xᵀx]].

For δh = λ(|i⟩⟨a| + |a⟩⟨i|), both symmetric elements contribute, so dω/dλ = 2Z_ia.

The maximum principle of part 5 holds for any Hermitian matrix of zero trace. With Q = P_v,

p_rel ≥ Tr(P_v Δ_rel) = Tr xᵀx = 1.

By the equality condition found there, p_rel = 1 requires Z = 0; conversely, Z = 0 restores the unrelaxed result.

For an upper bound, split off the matrix [[0, Z], [Zᵀ, 0]]. If Zv = su and Zᵀu = sv, the vectors (u, ±v)/√2 are its eigenvectors with eigenvalues ±s. Its positive eigenvalues thus add up to Σ_k s_k, the sum of the singular values of Z. For every allowed Q, the unrelaxed part of Tr(QΔ_rel) is at most 1 and the Z part at most Σ_k s_k. Hence

1 ≤ p_rel ≤ 1 + Σ_k s_k.

Two small cases show how Z acts. If it couples an occupied and a virtual orbital that the excitation leaves untouched, the block [[0, z], [z, 0]] has eigenvalues ±|z|, and p grows by |z|, linearly. If it couples the emptied orbital to an untouched virtual one, the block [[−1, z], [z, 0]] obeys δ² + δ − z² = 0:

δ = ½[−1 ± √(1 + 4z²)] ≈ z² and −1 − z².

Here p changes only at second order. A relaxed promotion number above 1 can therefore record many small polarizations of other electrons; it is not evidence of a double excitation.

**10. Water**

Consider the lowest singlet excitation of water with PBE0, the 6-31G basis and the Tamm-Dancoff approximation. The O–H distance is set to 0.96 Å and the angle to 104.5°. There are 5 occupied and 8 virtual spatial orbitals. Diagonalizing the Tamm-Dancoff matrix gives

ω = 0.29907 hartree = 8.14 eV.

The next singlet lies at 0.37693 hartree, so the state is nondegenerate. The basis has no diffuse functions, which this state needs because of its Rydberg character. The numbers illustrate the analysis and do not predict the spectrum. They are not converged in the basis: ω is 8.46 eV in 6-31G** and 7.12 eV in 6-31++G**, and the mean r² of the filled orbital grows from 10 to 25 bohr² when diffuse functions are added.

*Unrelaxed matrices.* The largest amplitude, from orbital 5 to orbital 6, has x² = 0.9992. The two leading squared singular values are 0.999902 and 0.000098, which add to 1.000000. One pair of natural transition orbitals describes the state almost completely. Diagonalizing S^½Δ_AO S^½ gives p = 1.000000, whereas the positive eigenvalues of the raw matrix Δ_AO add to 3.15, a number with no meaning as a count of electrons.

Löwdin populations are the diagonal elements of S^½ P S^½, summed over the functions of an atom, where P is the atomic-orbital form of A or D. They give

D: 1.000 on O, 0.000 on the two H;
A: 0.274 on O, 0.726 on the two H.

In this partition the electron leaves oxygen and arrives mostly on the hydrogens. The net change on oxygen is 0.274 − 1.000 = −0.726 electrons. Such populations depend on the basis and the partition. The zero of D on hydrogen arises because the emptied orbital is perpendicular to the molecular plane and 6-31G has only s functions on H; in 6-31G** the oxygen share of D is 0.966 and the net change on oxygen is −0.767.

*Relaxed matrix.* Z was found from central differences of ω, with λ = ±0.001 hartree, for the 16 occupied-virtual pairs allowed by symmetry. Its largest element has magnitude 0.150 and its singular values add to 0.406. The eigenvalues of Δ_rel then give

p_rel = 1.288,  within 1 ≤ p_rel ≤ 1.406.

The three highest eigenvalues are 1.0116, 0.1635 and 0.0754; the three lowest are −1.0035, −0.1635 and −0.0823. One eigenvalue of each sign remains close to unit size, and the excess in p comes mainly from the smaller ones. The pair ±0.1635 has the form found above for two untouched orbitals coupled by Z: orbital 3 and one combination of virtual orbitals, each with weight ½. Adding the ground-state occupations turns this block into [[2, z], [z, 0]], with eigenvalues 1 ± √(1 + z²) = 2.013 and −0.013. The relaxed matrix is an energy derivative, and γ(ground) + Δ_rel need not have occupations between 0 and 2. The value of p_rel depends on the basis: it is 1.291 in 6-31G** and 1.417 in 6-31++G**.

The populations become

D: 1.112 on O, 0.176 on the two H;
A: 0.617 on O, 0.671 on the two H.

Oxygen now changes by 0.617 − 1.112 = −0.495 electrons instead of −0.726. The response of the other electrons sends part of the charge back to oxygen.

*Real space.* Quadrature of |Δρ| on an atom-centred grid gives ½∫|Δρ| = 0.807 without relaxation and 0.777 with it; the third decimal is uncertain by one unit from the grid, and in 6-31++G** the values are 0.857 and 0.835. The shared part of the two densities follows from part 3:

unrelaxed: 1.000 − 0.807 = 0.193,
relaxed: 1.288 − 0.777 = 0.511.

Relaxation raises the promotion number while lowering the displaced charge. More orbital change takes place, but more of it cancels locally.

*Dipole moment.* Put oxygen at the origin and the hydrogens at positive z. The electron has charge −e, so the dipole change is −e Tr(Δz):

unrelaxed: −1.348 e bohr,
relaxed: −1.064 e bohr.

The negative sign means that electrons move toward the hydrogens. Relaxation reduces the magnitude by 0.284 e bohr, or 21% of the unrelaxed value. In 6-31++G** the two values are −1.64 and −1.40 e bohr and the reduction is 14%, so the sign of the effect persists while its size depends on the basis. The relaxed value is the one consistent with the response of ω to a uniform electric field along z.

**11. Choosing between the two analyses**

The unrelaxed matrices answer which orbitals the excitation empties and fills. They follow directly from the amplitudes, and for a Tamm-Dancoff state their promotion number is fixed at 1; with de-excitation amplitudes included, as in full TDDFT, it exceeds 1 (1.002 for the water state above). The relaxed matrix is needed for the dipole moment and charge distribution implied by the energies.

Both describe a single, isolated state. At a degeneracy, any rotation among the degenerate states is equally valid, and Δ depends on the one chosen. Near an avoided crossing, a small perturbation can mix the states strongly, and the linear relation dω = Tr(Δ_rel δh) then holds only over a correspondingly small range of δh.

Neither analysis can supply physics missing from the excitation calculation. The state of part 6 contains single excitations alone, so its value p = 1 cannot reveal whether the true excited state has double-excitation character.
